Plasma density from power balance: collisional, electron-wall and ion-wall energy losses

Q: You say that absorbed power sets the density of a low-pressure plasma. Power is an energy per time and density is a number per volume. What connects them?

A: A count of electron-ion pairs. In steady state every pair created in the volume must leave, and here it leaves at the wall. If each pair costs the electrons an energy E_T between creation and loss, then

P = (pairs lost per unit time) × E_T.

The loss rate is proportional to the density, so the density follows once the flux and E_T are known.

I assume one species of singly charged positive ion, no negative ions, and Maxwellian electrons of uniform temperature T. The neutrals are cold, with uniform density n_g. The wall floats, absorbs what reaches it and emits no electrons. All of P goes into the electrons. The algebra is in atomic units, so the electron mass and charge are 1; T is an energy and M is the ion mass.

Q: Start with the flux, then. Why should the ions leave at any particular speed?

A: Because the sheath, the thin positive layer at the wall, must remain positive. Let n_s be the density at its edge, u the ion speed there, and φ ≥ 0 the energy an ion gains in falling from the edge. Without collisions in the sheath, energy conservation and constant flux give

Mv²/2 = Mu²/2 + φ,  n_i v = n_s u,

so n_i = n_s [1 + 2φ/(Mu²)]^(−1/2).

The electrons are repelled, and nearly all return: n_e = n_s exp(−φ/T). Poisson's equation reads φ″ = 4π(n_i − n_e). To first order in φ,

n_i − n_e ≈ n_s φ [1/T − 1/(Mu²)].

If the bracket is negative, φ″ has the opposite sign to φ and the drop cannot grow steadily from the edge. Hence Mu² ≥ T. In the marginal case the first order vanishes and the second gives

n_i − n_e ≈ n_s (3/2 − 1/2)(φ/T)² = n_s (φ/T)²,

which is positive. The marginal speed is therefore allowed:

u_B = √(T/M).

Numerically, the charge is positive over the tested range of drops at u_B, and becomes negative for part of it at 0.95 u_B.

Q: That is an inequality. Why take the equality?

A: The plasma side supplies the other half of the argument. In the slab solved below, the ions start from rest at the centre, and the quasi-neutral solution breaks down with an infinite gradient when they reach u_B. The sheath begins there. The flux per wall area is

Γ_s = n_s u_B.

Q: Now the cost. An ionization costs the ionization energy I. Is that not the collisional part?

A: It is one term of it. Electrons also excite atoms, whose radiation I assume escapes, and they lose a little energy in elastic collisions. Let K_i and K_x be the rate coefficients for ionization and for excitation with energy X. Dividing the volume loss by the ionization rate gives

E_c = I + X K_x/K_i + (elastic loss rate)/(K_i n_g).

For the elastic term, let an electron of speed v strike an atom at rest and scatter isotropically in the centre-of-mass frame, with c the cosine of the angle. Its new speed satisfies

v′²/v² = (1 + M² + 2Mc)/(1 + M)².

The average of c is zero, so the mean fraction of energy lost is

1 − (1 + M²)/(1 + M)² = 2M/(1 + M)² ≈ 2/M.

With ε the electron energy, the loss rate per electron is n_g (2/M)⟨σ_el v ε⟩. For constant σ_el the factor v weights the Maxwellian so that

⟨vε⟩/⟨v⟩ = ∫ε² exp(−ε/T)dε / ∫ε exp(−ε/T)dε = 2T.

Writing v̄ = ⟨v⟩ = √(8T/π), we get

E_c = I + X K_x/K_i + 4T σ_el v̄/(M K_i).

If the collision frequency σ_el v n_g were constant instead, the mean energy would be 3T/2, and the factor 4 would become 3.

Q: The new electron must also be heated to the temperature T. Where is that energy?

A: It appears when an electron leaves. In an ionizing collision the two outgoing electrons share the incoming energy minus I, so the electron population loses I. Its stored energy is constant in steady state. Adding a separate heating charge would count the exit energy twice.

Q: Then what does an electron carry to the wall? I would say 3T/2.

A: That is the mean over electrons in a volume. A flux favours fast electrons. Let V_s be the sheath drop. An electron crosses if its normal velocity satisfies v²/2 > V_s, and it arrives with normal energy w = v²/2 − V_s. Since v dv = dw, the flux average is

⟨w⟩ = ∫w exp(−w/T)dw / ∫exp(−w/T)dw = T.

The two transverse directions add T/2 each, so

E_e = 2T.

The same electron had 2T + V_s at the sheath edge. The difference went into the sheath field.

The drop follows from zero net current. The escaping electron flux is

n_s ∫ v exp(−v²/2T)/√(2πT) dv = n_s √(T/2π) exp(−V_s/T),

with the integral starting at v = √(2V_s). Setting it equal to n_s √(T/M) gives

exp(V_s/T) = √(M/2π),  V_s = (T/2) ln(M/2π).

This treatment keeps a full Maxwellian at the edge, although the fastest returning electrons are missing.

Q: You charge the electrons V_s for climbing the sheath, and then you will charge V_s again for accelerating the ions. That is double counting.

A: It would be if both were added. There are two ledgers for the same energy. On the electron side, each escaping electron removes 2T + V_s from the plasma. On the wall side, the electron delivers 2T and the ion delivers V_s. The sheath field passes V_s from one to the other, and because equal fluxes cross it, the field has no net energy gain. I use the wall side, so V_s appears once, under the ions.

Q: The ions already have speed u_B when they enter the sheath. I suppose that adds Mu_B²/2 = T/2?

A: That is their directed energy, but the electrons may have paid more. The weak field in the plasma, the presheath field E, does the work. Electron force balance, −nE − T∇n = 0, gives E = −T∇ln n. Define L = ln(n/n_s), which is zero on the sheath edge if n_s is uniform there. With ion flux Γ and pair production rate S = ∇·Γ per volume, integration by parts gives

∫Γ·E dV = −T∫Γ·∇L dV
= −T∮LΓ·dA + T∫L S dV
= T∫L S dV.

The surface term vanishes because L = 0 there. Dividing by the total pair rate ∫S dV gives the work per ion:

W_p = T ⟨ln(n/n_s)⟩, averaged over places of birth.

This is the mean potential energy drop from birth to the sheath edge. Electrons leave with the same local flux and lose this energy to the field. Without ion-neutral collisions it all reaches the wall, and

E_i = V_s + W_p.

Q: So put the ledger together.

A: The power leaving the electrons is

P = Γ_s A [E_c + (2T + V_s) + W_p].

The brackets can be regrouped so that the kinetic energy brought to the wall stands apart from the collisional cost:

E_T = E_c + E_e + E_i = E_c + 2T + (V_s + W_p).

Since Γ_s = n_s u_B,

n_s = P/(A u_B E_T).

If the central density is n₀ and n_s = h n₀, the same result reads n₀ = P/(A_eff u_B E_T), with A_eff = hA.

Q: You have hidden two unknowns in it, T and W_p. What fixes them?

A: Pair balance fixes T, and the density profile fixes W_p. Take a wide slab with x measured from its centre and sheath edges at ±l. Let ν = K_i n_g. New ions start at rest and bring no momentum. If the pressure from the spread of ion velocities is neglected,

(nu)′ = νn,  M(nu²)′ = nE = −Tn′.

The second equation integrates to Mnu² + nT = n₀T. With w now denoting u/u_B,

n = n₀/(1 + w²).

At w = 1 this gives n_s = n₀/2, so h = 1/2. Inserting nw = n₀w/(1 + w²) in the first equation gives

u_B n₀ (1 − w²)/(1 + w²)² (dw/dx) = ν n₀/(1 + w²),

or

(ν/u_B) dx = [(1 − w²)/(1 + w²)] dw = [2/(1 + w²) − 1] dw.

Here dw/dx diverges at w = 1, which is the breakdown I mentioned. Integration from w = 0 to 1 gives

νl/u_B = 2(π/4) − 1 = π/2 − 1 ≡ β ≈ 0.571.

The density scale has cancelled: this equation fixes T and leaves the density to the power balance. Integrating (nu)′ = νn across the half-slab also gives νl n̄ = n_s u_B, so the mean density is n̄ = n_s/β.

Q: And the presheath work?

A: With Γ = nu and E = −Tn′/n, the work per wall area is

∫ΓE dx = −T∫u dn = T u_B n₀ ∫ 2w²/(1 + w²)² dw.

Because 2w/(1 + w²)² is minus the derivative of 1/(1 + w²), integration by parts gives

∫₀¹ 2w²/(1 + w²)² dw = −1/2 + π/4 = β/2.

Dividing by n_s u_B = n₀u_B/2,

W_p = βT.

A separate numerical average of ln(n/n_s) over the births gives the same coefficient. It exceeds the 1/2 that belongs to motion at u_B. Ions born in different places fall through different drops, so they reach the edge with a spread of speeds, and their mean speed is also above u_B. The value β belongs to this slab closure, which leaves the spread out of the momentum balance and puts the edge exactly at u_B. The kinetic solution for the same slab keeps the spread. It has a mean edge speed of 1.14 u_B, n_s = 0.43 n₀ and W_p = 0.71T. In the example below it would lower the edge density by 13% and raise the central density by 2.5%.

Q: Give me a temperature I can calculate.

A: That needs cross sections. For ionization take the model σ(ε) = σ_i(1 − I/ε) above threshold. With v = √(2ε) and the Maxwellian energy distribution 2√(ε/π) T^(−3/2) exp(−ε/T),

K_i = σ_i √(8/π) T^(−3/2) ∫ (ε − I) exp(−ε/T) dε.

The integral from I upward is T² exp(−I/T), so

K_i = σ_i v̄ exp(−I/T).

The same form for excitation gives K_x = σ_x v̄ exp(−X/T). Substituting K_i in K_i n_g l = βu_B, and using v̄/u_B = √(8M/π),

exp(I/T) = σ_i n_g l √(8M/π)/β,

T = I / ln[σ_i n_g l √(8M/π)/β].

The logarithm must be positive. Otherwise these cross sections cannot replace the lost pairs at any temperature.

Q: Now some numbers, please.

A: Take a model gas with M = 60000 electron masses, I = 12 eV and X = 9 eV. The cross-section scales are σ_i = 3 Å², σ_x = 2 Å² and σ_el = 10 Å². Let n_g = 10⁻¹¹ Å⁻³ and l = 5×10⁸ Å. The absorbed power per wall area, p = P/A, is 50 eV s⁻¹ Å⁻², or about 801 W m⁻².

The product σ_i n_g l is 0.015, and

I/T = ln[0.015 × √(8 × 60000/π)/0.5708] = 2.33,

so T = 12/2.33 = 5.15 eV. The number of excitations per ionization is

K_x/K_i = (2/3) exp(3/5.15) = 1.19.

The energy parts are

E_c = 12 + 10.74 + 0.01 = 22.75 eV,
E_e = 2 × 5.15 = 10.30 eV,
E_i = 23.60 + 2.94 = 26.54 eV.

Here V_s = 4.58T gives the 23.60 eV, and W_p = 0.571T gives the 2.94 eV. The total is E_T = 59.6 eV, of which 38% is collisional, 17% goes to the wall with electrons and 45% with ions. The ionization energy itself is about one fifth of the total. It is counted as collisional, but it is released when the ion is neutralized at the wall, so the wall can receive more heat than the two kinetic shares.

With u_B = 3.89×10¹³ Å s⁻¹,

n_s = 50/(3.89×10¹³ × 59.6) ≈ 2.16×10⁻¹⁴ Å⁻³,

which is 2.16×10¹⁶ m⁻³. The central density is twice this. Using T/2 for W_p would raise n_s by 0.6% relative to the value found here, so in this example the distinction matters more for the bookkeeping than for the density.

Q: Your formula could agree with itself and still be wrong. What has been checked?

A: The electron-side ledger was evaluated separately. It used integrals over the cross sections, a numerical slab profile, a floating drop found from the electron flux, and the electron energy flux at the sheath edge. At three half-widths its temperature, sheath drop, density, and mean energy per escaping electron at the sheath edge and at the wall agree with the formulas to about 1 part in 10⁸, relative to the integrated values. This tests the algebra and the transfer between ledgers. It does not test the Maxwellian or the slab closure, which both sides share.

Q: What does a different half-width do? A larger plasma has more volume to feed.

A: At fixed p it becomes denser here:

l = 2.5×10⁸ Å: T = 7.33 eV, E_c = 21.0 eV, E_T = 73.5 eV, n_s = 1.47×10⁻¹⁴ Å⁻³
l = 5×10⁸ Å: T = 5.15 eV, E_c = 22.8 eV, E_T = 59.6 eV, n_s = 2.16×10⁻¹⁴ Å⁻³
l = 10⁹ Å: T = 3.97 eV, E_c = 24.8 eV, E_T = 53.2 eV, n_s = 2.76×10⁻¹⁴ Å⁻³

A wider slab needs a smaller ionization frequency, so T falls. The collisional cost rises, since K_x/K_i contains exp[(I − X)/T], but the wall cost, proportional to T, falls by more. From the first case to the last, E_T drops by a factor of 1.38 and u_B by 1.36. Their product, 1.88, is the rise in n_s.

The fall of E_T cannot continue indefinitely. As T tends to zero, the excitation term grows as exp[(I − X)/T] and the elastic term as T exp(I/T). At high T the wall terms grow in proportion to T. A minimum lies between these limits. For the model gas the formula puts it near T = 2.75 eV and l = 3.8×10⁹ Å. There the ion mean free path, with the cross section given below, is only 0.65l, so the free-flight slab no longer holds and the position is only indicative.

Q: And doubling the power doubles the density?

A: Within this model, yes, because T, u_B and E_T do not depend on P. That fails when the plasma changes the gas it feeds on, by depleting or heating it, or when excited atoms are ionized in a second step. In the example the central plasma density is 0.4% of n_g. That small ratio excludes neither effect. Depletion depends on the flux of ions to the wall compared with the random thermal flux of the atoms, and the ions leave much faster than cold atoms move. For gas at 300 K the ion flux in the example is about 8% of the one-way thermal flux of atoms, and this ratio grows in proportion to P. Stepwise ionization depends on how long excited atoms survive.

Q: You also assumed that ions do not collide. What if they do?

A: With an ion-neutral cross section of 40 Å², the mean free path is 5l in the main example, so free flight is a reasonable first approximation. In the widest slab it is 2.5 half-widths, and the approximation is weaker.

Consider the opposite limit for the presheath: ions diffuse with a constant coefficient, and n_s ≪ n₀. Then n ≈ n₀ cos θ, with θ = πx/(2l), and births are weighted by cos θ. With s = sin θ,

⟨ln cos θ⟩ = ∫₀¹ ½ ln(1 − s²) ds = ½[−1 + (2 ln 2 − 1)] = ln 2 − 1.

Therefore

W_p ≈ T[ln(n₀/n_s) + ln 2 − 1].

This grows as the edge density becomes a smaller fraction of n₀. The electrons still pay all of W_p, but friction passes much of it to the gas. The ions bring to the wall V_s plus the kinetic energy they still had at the sheath edge, provided the sheath itself remains collisionless. The rest of W_p is gas heating and should be listed separately. This limit is derived here but was not tested numerically.

Q: Which remaining assumption would worry you most?

A: The Maxwellian tail. Ionization needs electrons above 12 eV, more than twice T, and the wall removes those with enough normal energy to cross 23.6 eV. The missing returning electrons are 0.12% of the edge density, which supports the Boltzmann relation there. That small number does not prove that the tail is refilled fast enough throughout the volume. In the example, collisions between electrons would replace the escaping ones at only a few per cent of the required rate. Collisions with atoms do not close the gap. The electron mean free path 1/(n_g σ_el) is 20l, so an electron aimed at the wall with enough normal energy leaves long before it scatters. Even with Maxwellian energies, elastic scattering turns electrons into the escaping directions at only about a tenth of the required rate. A smaller supply of escaping electrons means a smaller floating drop than the 23.6 eV used here. Unless the heating itself or some other process refills the tail, K_i, K_x and the floating drop must be computed from the actual distribution, and the numbers above hold only for the Maxwellian model.

The thin-sheath assumption is in better condition: the edge Debye length is 0.23% of l, so even a sheath ten Debye lengths thick would take up only 2.3% of it. A driven wall needs a new ledger. If a net current crosses the sheath, the field work on electrons and ions no longer cancels, and the power supplied by the external circuit must be included. The full set of values is in the numerical output.

Numbers as computed

```
ion mass M: 60000 electron masses
ionization threshold I: 12 eV
excitation threshold X: 9 eV
ionization cross-section scale: 3 A^2
excitation cross-section scale: 2 A^2
elastic cross section: 10 A^2
ion-neutral cross section: 40 A^2
neutral density n_g: 1e-11 A^-3
half-width l: 5e+08 A
absorbed power per wall area p: 50 eV s^-1 A^-2
p converted: 801.09 W m^-2
beta = pi/2 - 1: 0.5708
numerical scaled half-width: 0.5708
numerical presheath work / T: 0.5708
numerical birth-averaged drop / T: 0.5708
numerical edge/centre density: 0.5
logarithm I/T: 2.3294
electron temperature T: 5.1515 eV
ionization rate coefficient: 4.4362e+15 A^3 s^-1
excitation rate coefficient: 5.2946e+15 A^3 s^-1
excitations per ionization: 1.1935
Bohm speed u_B: 3.886e+13 A s^-1
excitation cost per pair: 10.742 eV
elastic cost per pair: 0.011759 eV
collisional part E_c: 22.753 eV
electron-wall part E_e: 10.303 eV
sheath drop V_s: 23.605 eV
V_s / T: 4.5821
presheath work W_p: 2.9405 eV
ion-wall part E_i: 26.545 eV
total E_T: 59.601 eV
share of power, collisional: 38.176 %
share of power, electron-wall: 17.286 %
share of power, ion-wall: 44.538 %
pair flux to wall: 0.83891 A^-2 s^-1
edge density n_s: 2.1588e-14 A^-3
n_s converted: 2.1588e+16 m^-3
centre density: 4.3176e-14 A^-3
mean density: 3.7821e-14 A^-3
n_s excess if W_p = T/2: 0.61568 %
centre density / n_g: 0.0043176
edge Debye length: 1.1484e+06 A
Debye length / half-width: 0.0022967
ion mean free path / half-width: 5
missing edge electrons: 0.1234 %
Half-width (A), T, E_c, E_e, E_i, E_T (eV), n_s (A^-3):
2.5e+08 7.3337 21.0409 14.6674 37.7900 73.4983 1.4672e-14
5e+08 5.1515 22.7533 10.3030 26.5451 59.6014 2.1588e-14
1e+09 3.9701 24.7920 7.9403 20.4577 53.1900 2.7555e-14
largest relative gap between the two ledgers: 1.1e-08
```
